# Finite-difference shells on any k mesh and the slow convergence of the spread: a numerical check

```python
"""Finite-difference shells on a k mesh and mesh convergence of the Wannier spread.

Result under test: for any lattice of mesh vectors b, shells of equal length admit
weights w with sum_b w b_i b_j = delta_ij, and these can be chosen positive.
The finite-difference spread of a Wannier function then has an error of order N^-2
on an N x N x N mesh, while the real-space second moment converges exponentially.
Invariant part: Omega_I(N) = sum_b w_b sum_d |P_d|^2 (1 - cos b.d), where P_d is the
band projector between pointlike orbitals separated by d.
Model: orbital 0 at tau (energy +m), orbital 1 at the origin (energy -m), real
hoppings between them. Lengths in bohr, energies in hartree.
"""
import numpy as np
from scipy.optimize import nnls
from scipy.constants import physical_constants, angstrom

UPPER = np.triu_indices(3)
TARGET = np.eye(3)[UPPER]


def reciprocal(rows):
    return 2 * np.pi * np.linalg.inv(rows).T


def mesh_vectors(basis, radius):
    """All nonzero lattice vectors no longer than radius."""
    dual = np.linalg.inv(basis).T
    top = np.ceil(radius * np.linalg.norm(dual, axis=1)).astype(int)
    axes = [np.arange(-n, n + 1) for n in top]
    n = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    vec = n @ basis
    length = np.linalg.norm(vec, axis=1)
    keep = (length <= radius) & np.any(n != 0, axis=1)
    return vec[keep]


def make_shells(basis, reach=3.0):
    radius = reach * np.linalg.norm(basis, axis=1).max() * (1 + 1e-6)
    vec = mesh_vectors(basis, radius)
    length = np.linalg.norm(vec, axis=1)
    order = np.argsort(length)
    vec, length = vec[order], length[order]
    cuts = np.where(np.diff(length) > 1e-7 * length[:-1])[0] + 1
    return np.split(vec, cuts)


def column(shell):
    """Independent elements of sum b b^T, divided by b^2."""
    return (shell.T @ shell)[UPPER] / (shell[0] @ shell[0])


def independent_shell_weights(shells):
    kept, cols = [], []
    for shell in shells:
        col = column(shell)
        if cols:
            mat = np.array(cols).T
            part = mat @ np.linalg.lstsq(mat, col, rcond=None)[0]
            if np.linalg.norm(col - part) < 1e-6 * np.linalg.norm(col):
                continue
        kept.append(shell)
        cols.append(col)
        mat = np.array(cols).T
        x = np.linalg.lstsq(mat, TARGET, rcond=None)[0]
        if np.linalg.norm(mat @ x - TARGET) < 1e-9:
            return kept, np.array([xi / (s[0] @ s[0]) for xi, s in zip(x, kept)])
    raise AssertionError("no complete set of shells found")


def positive_shell_weights(shells):
    cols = []
    for count, shell in enumerate(shells, 1):
        cols.append(column(shell))
        x, residual = nnls(np.array(cols).T, TARGET)
        if residual < 1e-9:
            used = [i for i in range(count) if x[i] > 1e-10]
            kept = [shells[i] for i in used]
            return kept, np.array([x[i] / (shells[i][0] @ shells[i][0]) for i in used])
    raise AssertionError("no positive set of shells found")


def flatten(kept, weights):
    return np.vstack(kept), np.concatenate(
        [np.full(len(s), w) for s, w in zip(kept, weights)])


def check_complete(kept, weights):
    b, w = flatten(kept, weights)
    assert np.allclose(np.einsum("n,ni,nj->ij", w, b, b), np.eye(3), atol=1e-7)
    assert len(kept) <= 6


# ---------------------------------------------------------------- shells
cell = np.array([[6.0, 0, 0], [1.5, 5.5, 0], [1.0, 2.0, 6.5]])
recip = reciprocal(cell)
gram = np.array([[1, 0.1, 0.2], [0.1, 1, 0.35], [0.2, 0.35, 1]])
cases = {
    "simple cubic": reciprocal(np.eye(3)),
    "face-centred cubic": reciprocal(0.5 * (np.ones((3, 3)) - np.eye(3))),
    "body-centred cubic": reciprocal(0.5 * (np.ones((3, 3)) - 2 * np.eye(3))),
    "hexagonal c/a=1.6": reciprocal(
        np.array([[1, 0, 0], [-0.5, np.sqrt(0.75), 0], [0, 0, 1.6]])),
    "tetragonal c/a=1.4": reciprocal(np.diag([1, 1, 1.4])),
    "orthorhombic 1:1.2:1.5": reciprocal(np.diag([1, 1.2, 1.5])),
    "monoclinic": reciprocal(np.array([[1, 0, 0], [0, 1.2, 0], [-0.3, 0, 1.4]])),
    "triclinic, equal |b|": np.linalg.cholesky(gram),
    "triclinic, worked cell": recip,
}
print("lattice: independent shells, vectors, min w b^2; positive shells")
for name, basis in cases.items():
    shells = make_shells(basis)
    kept, weights = independent_shell_weights(shells)
    check_complete(kept, weights)
    pos_kept, pos_weights = positive_shell_weights(shells)
    check_complete(pos_kept, pos_weights)
    assert np.all(pos_weights > 0)
    scaled = [w * (s[0] @ s[0]) for w, s in zip(weights, kept)]
    if "cubic" in name:
        assert len(kept) == 1 and np.isclose(scaled[0], 3 / len(kept[0]))
    print(f"  {name}: {len(kept)}, {sum(map(len, kept))}, "
          f"{min(scaled):.4f}; {len(pos_kept)}")

rng = np.random.default_rng(7)
trials, negative, lowest = 200, 0, 0.0
for _ in range(trials):
    basis = np.eye(3) + 0.25 * rng.uniform(-1, 1, (3, 3))
    shells = make_shells(basis)
    kept, weights = independent_shell_weights(shells)
    check_complete(kept, weights)
    low = min(w * (s[0] @ s[0]) for w, s in zip(weights, kept))
    negative += low < -1e-9
    lowest = min(lowest, low)
    pos_kept, pos_weights = positive_shell_weights(shells)
    check_complete(pos_kept, pos_weights)
    assert np.all(pos_weights > 0)
print(f"random lattices tested: {trials}; with a negative weight "
      f"in the independent-shell solution: {negative}")
print(f"lowest w b^2 among them: {lowest:.4f}; positive sets found: {trials}")

# Gaussian weights on all shells approach a multiple of the identity.
deviations = []
for t in (0.8, 0.4):
    b = mesh_vectors(recip, np.sqrt(45 / t))
    gauss = np.exp(-t * np.sum(b * b, axis=1))
    tensor = np.einsum("n,ni,nj->ij", gauss, b, b)
    tensor *= abs(np.linalg.det(recip)) * 2 * t / (np.pi / t) ** 1.5
    deviations.append(np.abs(tensor - np.eye(3)).max())
    print(f"Gaussian weights, t={t} bohr^2: deviation from identity {deviations[-1]:.1e}")
assert deviations[1] < 1e-4 and deviations[1] < deviations[0] / 10

kept, weights = positive_shell_weights(make_shells(recip))
b_one, w_one = flatten(kept, weights)
print("worked cell, positive set at N=1: |b| (1/bohr), vectors, w (bohr^2)")
for s, w in zip(kept, weights):
    print(f"  {np.linalg.norm(s[0]):.5f}, {len(s)}, {w:.5f}")

direction = np.array([2.0, -1.0, 3.0])
grad_errors = []
for n in (20, 40):
    values = np.sin(b_one / n @ direction + 0.3) - np.sin(0.3)
    estimate = (w_one * n**2 * values) @ (b_one / n)
    grad_errors.append(np.linalg.norm(estimate - direction * np.cos(0.3)))
print(f"gradient error ratio when b is halved: {grad_errors[0] / grad_errors[1]:.3f}")
assert abs(grad_errors[0] / grad_errors[1] - 4) < 0.1

# ---------------------------------------------------------------- band model
mass = 0.10
hops = np.array([0.06, 0.05, 0.04, 0.03])
tau_frac = np.array([0.30, 0.35, 0.40])
tau = tau_frac @ cell
bonds = np.vstack([np.zeros(3), cell]) - tau
positions = np.array([tau, np.zeros(3)])


def periodic_part(k):
    f = np.exp(1j * k @ bonds.T) @ hops
    e = np.sqrt(mass**2 + np.abs(f) ** 2)
    return np.stack([-f, e + mass], -1) / np.sqrt(2 * e * (e + mass))[:, None]


for k in rng.normal(size=(10, 3)):
    f = np.exp(1j * bonds @ k) @ hops
    vec = np.linalg.eigh(np.array([[mass, f], [np.conj(f), -mass]]))[1][:, 0]
    assert np.isclose(abs(np.vdot(vec, periodic_part(k[None])[0])), 1)


def k_mesh(n):
    x = np.arange(n) / n
    return np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3) @ recip


def cell_vectors(n):
    x = np.fft.fftfreq(n, 1 / n)
    return np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3) @ cell


def to_cells(values, n):
    grid = values.reshape(n, n, n, -1)
    return np.fft.ifftn(grid, axes=(0, 1, 2)).reshape(n**3, -1)


def bloch_amplitudes(n):
    k = k_mesh(n)
    return periodic_part(k) * np.exp(1j * k @ positions.T)


def real_space(n):
    wannier = to_cells(bloch_amplitudes(n), n)
    r = cell_vectors(n)[:, None, :] + positions
    density = np.abs(wannier) ** 2
    centre = np.einsum("ra,rai->i", density, r)
    second = np.sum(density * np.sum(r * r, axis=-1))
    return second - centre @ centre, second, wannier, r


def finite_difference(n, b_set, w_set):
    """Total spread and its gauge-invariant part on an n^3 mesh."""
    k = k_mesh(n)
    u = periodic_part(k)
    total = invariant = 0.0
    centre = np.zeros(3)
    for b, w in zip(b_set / n, w_set * n**2):
        overlap = np.sum(u.conj() * periodic_part(k + b), axis=1)
        phase = np.angle(overlap)
        loss = np.mean(1 - np.abs(overlap) ** 2)
        invariant += w * loss
        total += w * (loss + np.mean(phase**2))
        centre -= w * b * np.mean(phase)
    return total - centre @ centre, invariant


n_ref = 40
omega, second, wannier, r = real_space(n_ref)
amp = bloch_amplitudes(n_ref)
p_squared, separation = [], []
for a in range(2):
    for c in range(2):
        p = to_cells(amp[:, a] * amp[:, c].conj(), n_ref)[:, 0]
        p_squared.append(np.abs(p) ** 2)
        separation.append(cell_vectors(n_ref) + positions[a] - positions[c])
p_squared, separation = np.concatenate(p_squared), np.vstack(separation)
omega_inv = 0.5 * np.sum(p_squared * np.sum(separation**2, axis=1))

# The same invariant part from position matrix elements between Wannier functions.
position_sum = 0.0
for i in range(3):
    moved = (r[:, :, i] * wannier).reshape(n_ref, n_ref, n_ref, 2)
    moved_k = np.fft.fftn(moved, axes=(0, 1, 2)).reshape(-1, 2)
    position_sum += np.mean(np.abs(np.sum(amp.conj() * moved_k, axis=1)) ** 2)
assert np.isclose(second - position_sum, omega_inv, rtol=1e-7)

print(f"cell rows (bohr): {cell.tolist()}")
print(f"m = {mass} hartree; hoppings (hartree): {hops.tolist()}")
print(f"upper orbital at fractional position {tau_frac.tolist()}")
to_angstrom2 = (physical_constants["Bohr radius"][0] / angstrom) ** 2
print(f"reference spread, N={n_ref}: {omega:.6f} bohr^2 = "
      f"{omega * to_angstrom2:.6f} angstrom^2")
print(f"invariant part {omega_inv:.6f}, remainder {omega - omega_inv:.6f} bohr^2")
print("N: spread, its error, invariant part, real-space error (bohr^2)")
total, invariant, real_error = {}, {}, {}
for n in (4, 6, 8, 12, 16, 24, 32):
    total[n], invariant[n] = finite_difference(n, b_one, w_one)
    real_error[n] = real_space(n)[0] - omega
    print(f"  {n}: {total[n]:.6f}, {total[n] - omega:.6f}, "
          f"{invariant[n]:.6f}, {real_error[n]:.1e}")
    assert invariant[n] < omega_inv
assert abs(real_error[16]) < 1e-5
assert abs(real_error[12]) < abs(total[32] - omega)

for low, high in ((8, 16), (16, 32)):
    order = np.log2(abs((total[low] - omega) / (total[high] - omega)))
    print(f"observed order of total spread, N={low} to {high}: {order:.4f}")
assert abs(order - 2) < 0.1

angles = separation @ b_one.T
cosine_form = np.sum(p_squared * ((1 - np.cos(angles / 16)) @ (w_one * 16**2)))
print(f"invariant part at N=16 from the cosine sum: {cosine_form:.6f} bohr^2")
assert np.isclose(cosine_form, invariant[16], rtol=1e-6)
slope = -np.sum(p_squared * (angles**4 @ w_one)) / 24
measured = 32**2 * (invariant[32] - omega_inv)
print(f"N^2 times invariant error: predicted limit {slope:.4f}, "
      f"at N=32 {measured:.4f} bohr^2")
assert abs(measured / slope - 1) < 0.03

richardson = (4 * total[32] - total[16]) / 3
print(f"Richardson value from N=16, 32: {richardson:.6f} bohr^2, "
      f"error {richardson - omega:.1e}")
assert abs(richardson - omega) < 0.1 * abs(total[32] - omega)
needed = np.sqrt(32**2 * abs(total[32] - omega) / (1e-3 * omega))
print(f"estimated N for 0.1 percent error without extrapolation: {needed:.1f}")

# Separate differences along the three mesh axes: right trace, wrong tensor.
b_axes = np.vstack([recip, -recip])
w_axes = 0.5 / np.sum(b_axes**2, axis=1)
tensor = np.einsum("n,ni,nj->ij", w_axes, b_axes, b_axes)
wrong_limit = 0.5 * np.einsum("n,ni,ij,nj->", p_squared, separation, tensor, separation)
coarse = finite_difference(16, b_axes, w_axes)[1]
fine = finite_difference(32, b_axes, w_axes)[1]
extrapolated = (4 * fine - coarse) / 3
print(f"axis-only weights: trace {np.trace(tensor):.4f}, "
      f"largest off-diagonal {np.abs(tensor - np.diag(np.diag(tensor))).max():.4f}")
print(f"their invariant part: extrapolated {extrapolated:.6f}, "
      f"predicted {wrong_limit:.6f} bohr^2")
assert np.isclose(extrapolated, wrong_limit, rtol=2e-3)
assert abs(wrong_limit / omega_inv - 1) > 0.01

print("all assertions hold")
```

Running it gives:

```
lattice: independent shells, vectors, min w b^2; positive shells
  simple cubic: 1, 6, 0.5000; 1
  face-centred cubic: 1, 8, 0.3750; 1
  body-centred cubic: 1, 12, 0.2500; 1
  hexagonal c/a=1.6: 2, 8, 0.3333; 2
  tetragonal c/a=1.4: 2, 6, 0.5000; 2
  orthorhombic 1:1.2:1.5: 3, 6, 0.5000; 3
  monoclinic: 4, 8, 0.1875; 4
  triclinic, equal |b|: 6, 16, 0.0588; 6
  triclinic, worked cell: 6, 12, 0.1502; 6
random lattices tested: 200; with a negative weight in the independent-shell solution: 24
lowest w b^2 among them: -0.0870; positive sets found: 200
Gaussian weights, t=0.8 bohr^2: deviation from identity 1.4e-03
Gaussian weights, t=0.4 bohr^2: deviation from identity 1.1e-07
worked cell, positive set at N=1: |b| (1/bohr), vectors, w (bohr^2)
  0.96664, 2, 0.36412
  1.08791, 2, 0.26597
  1.19525, 2, 0.13932
  1.29748, 2, 0.15831
  1.40584, 2, 0.07599
  1.41814, 2, 0.11399
gradient error ratio when b is halved: 3.993
cell rows (bohr): [[6.0, 0.0, 0.0], [1.5, 5.5, 0.0], [1.0, 2.0, 6.5]]
m = 0.1 hartree; hoppings (hartree): [0.06, 0.05, 0.04, 0.03]
upper orbital at fractional position [0.3, 0.35, 0.4]
reference spread, N=40: 2.524678 bohr^2 = 0.706982 angstrom^2
invariant part 2.427204, remainder 0.097474 bohr^2
N: spread, its error, invariant part, real-space error (bohr^2)
  4: 2.244930, -0.279748, 2.158936, -2.0e-03
  6: 2.392197, -0.132481, 2.300435, -3.9e-06
  8: 2.448203, -0.076476, 2.354043, 1.5e-06
  12: 2.490024, -0.034654, 2.394058, 1.4e-08
  16: 2.505050, -0.019629, 2.408430, 5.3e-11
  24: 2.515910, -0.008768, 2.418818, -4.4e-16
  32: 2.519738, -0.004941, 2.422479, 0.0e+00
observed order of total spread, N=8 to 16: 1.9620
observed order of total spread, N=16 to 32: 1.9902
invariant part at N=16 from the cosine sum: 2.408430 bohr^2
N^2 times invariant error: predicted limit -4.8497, at N=32 -4.8388 bohr^2
Richardson value from N=16, 32: 2.524634 bohr^2, error -4.5e-05
estimated N for 0.1 percent error without extrapolation: 44.8
axis-only weights: trace 3.0000, largest off-diagonal 0.2634
their invariant part: extrapolated 2.233095, predicted 2.233121 bohr^2
all assertions hold
```
